# Largest nonamplifying timestep for explicit one-dimensional diffusion

**Setting.** Two coarse-grained metal bars, one of cobalt and one of nickel, are joined and held near 1500 K. The mole fraction $u(x,t)$ of one metal is modelled by

$$\frac{\partial u}{\partial t}=D\,\frac{\partial^2 u}{\partial x^2},$$

with constant interdiffusion coefficient $D=1\times10^{-14}\ \mathrm{m^2/s}$. The nodes $x_j=jh$ have spacing $h=0.1\ \mathrm{\mu m}=1\times10^{-7}\ \mathrm{m}$.

A stability limit belongs to a numerical scheme, not to the diffusion equation alone. The scheme here is forward Euler in time with the three-point central difference in space. A step $\Delta t>0$ is called *nonamplifying* if no set of nodal values, measured from a uniform background, gains maximum magnitude in that step. The grid is taken as infinite unless a part says otherwise.

## Part (a): the update rule

**Question.** Derive the rule that gives the new nodal values from the old ones, and write it with a single dimensionless number.

**Answer.** Expand $u$ about $x_j$ at fixed time:

$$u(x_j\pm h)=u\pm h\,u'+\tfrac12h^2u''\pm\tfrac16h^3u'''+O(h^4).$$

When the two expansions are added, the odd terms cancel:

$$u(x_j+h)+u(x_j-h)=2u+h^2u''+O(h^4).$$

Solving for the second derivative gives

$$u''(x_j)=\frac{u_{j+1}-2u_j+u_{j-1}}{h^2}+O(h^2).$$

Forward Euler replaces the time derivative by $(u_j^{\rm new}-u_j)/\Delta t$ and evaluates the right-hand side with the old values. Dropping the error terms,

$$u_j^{\rm new}=u_j+r\,(u_{j+1}-2u_j+u_{j-1}),\qquad r=\frac{D\,\Delta t}{h^2}.$$

Collecting the coefficient of each old value,

$$u_j^{\rm new}=r\,u_{j-1}+(1-2r)\,u_j+r\,u_{j+1}.\tag{1}$$

The three weights add to $r+(1-2r)+r=1$, so a uniform background is left unchanged. Departures from that background therefore obey the same rule.

## Part (b): the largest step

**Question.** Find the largest nonamplifying $\Delta t$, showing both that it is safe and that no longer step is. Evaluate it for the given data.

**Answer.** Let $m$ be the largest magnitude among the old values.

*Safe steps.* If $0\le r\le\tfrac12$, none of the weights in (1) is negative. The triangle inequality then gives

$$|u_j^{\rm new}|\le r\,m+(1-2r)\,m+r\,m=m.$$

Each new value is a weighted mean of old ones, so it cannot lie outside their range.

*Longer steps.* Suppose $r>\tfrac12$. Choose $u_j=-1$ and $u_{j-1}=u_{j+1}=+1$, with no other value exceeding 1 in magnitude. Rule (1) gives

$$u_j^{\rm new}=r-(1-2r)+r=4r-1>1.$$

The maximum magnitude has grown, so the step amplifies.

The condition is therefore $r\le\tfrac12$. Putting $r=\tfrac12$ in its definition and solving for the step,

$$\boxed{\Delta t_{\max}=\frac{h^2}{2D}}\tag{2}$$

For the given data,

$$\Delta t_{\max}=\frac{(1\times10^{-7}\ \mathrm{m})^2}{2\times1\times10^{-14}\ \mathrm{m^2/s}}=\frac{1\times10^{-14}}{2\times10^{-14}}\ \mathrm{s}=0.5\ \mathrm{s}.$$

Physically, the weight $1-2r$ is the share of a node's content that stays there during the step. Beyond the limit this share is negative: the scheme removes more from a node than it held, and an isolated peak becomes a trough.

The limit scales as $h^2$. Halving the spacing at fixed $D$ shortens it to $0.125\ \mathrm{s}$. For a fixed length and simulated time, there are then twice as many nodes and four times as many steps at the limit, hence eight times as many node updates.

## Part (c): which pattern fails first?

**Question.** Find the factor by which a wave $u_j=e^{i\theta j}$ is multiplied in one step. Use it to find the limit in the root-mean-square measure, and describe what happens at equality.

**Answer.** The neighbours of node $j$ carry the values $e^{\pm i\theta}u_j$. Substitution in (1) gives $u_j^{\rm new}=G\,u_j$, where

$$G=r e^{-i\theta}+1-2r+r e^{i\theta}=1-2r(1-\cos\theta).$$

Since $1-\cos\theta=2\sin^2(\theta/2)$,

$$G(\theta)=1-4r\sin^2(\theta/2).\tag{3}$$

On a periodic grid the permitted waves are orthogonal. The sum of squares of the nodal values is thus a sum of separate contributions, each multiplied by $G^2$ in a step. It cannot grow for any starting values if and only if $|G|\le1$ for every permitted wave. On an infinite grid the sum over waves becomes an integral over $\theta$, with the same conclusion.

For $r>0$, $G$ never exceeds 1. Its lowest value is $1-4r$, at $\theta=\pi$. Requiring $1-4r\ge-1$ gives $4r\le2$, or $r\le\tfrac12$. The two measures agree on an infinite grid, and also on a periodic grid with an even number of nodes, where $\theta=\pi$ is permitted. As a numerical test, the update matrix of a periodic grid of 40 nodes was built, and the largest step for which its norm does not exceed one was found by bisection. This gave $0.5000\ \mathrm{s}$ in both measures.

The wave with $\theta=\pi$ is the sawtooth $+1,-1,+1,\ldots$. Its behaviour at three steps is:

- At $\Delta t=0.25\ \mathrm{s}$, $r=0.25$ and $G=0$. The sawtooth is removed in one step.
- At $\Delta t=0.50\ \mathrm{s}$, $r=0.50$ and $G=-1$. It changes sign at each step and keeps its full amplitude.
- At $\Delta t=0.55\ \mathrm{s}$, $r=0.55$ and $G=-1.2$. After 20 steps its amplitude has grown by $1.2^{20}=38.3$ times.

The limiting step is thus nonamplifying but does not damp the sawtooth. The diffusion equation itself would damp so short a wave strongly, so the persistent sawtooth is an error of the scheme.

## Part (d): a small grid with fixed ends

**Question.** A grid has $M$ interior nodes, and both end values are held at zero. Find the root-mean-square limit, evaluate it for $M=9$, and compare it with the maximum-magnitude limit.

**Answer.** Number the interior nodes $j=1,\ldots,M$, with ends at $j=0$ and $j=M+1$. The patterns

$$u_j=\sin(j\phi_n),\qquad \phi_n=\frac{n\pi}{M+1},\qquad n=1,\ldots,M,$$

vanish at both ends. From the identity

$$\sin[(j-1)\phi]+\sin[(j+1)\phi]=2\cos\phi\,\sin(j\phi),$$

rule (1) multiplies each pattern by

$$1-2r+2r\cos\phi_n=1-4r\sin^2(\phi_n/2).$$

The update matrix is symmetric and these $M$ factors are all different, so the patterns are orthogonal and form a complete set. The root-mean-square limit again follows from the most negative factor, now at $n=M$:

$$\frac{\phi_M}{2}=\frac{M\pi}{2(M+1)}=\frac{\pi}{2}-\frac{\pi}{2(M+1)},
\qquad \sin\frac{\phi_M}{2}=\cos\frac{\pi}{2(M+1)}.$$

Requiring $1-4r\cos^2[\pi/(2(M+1))]\ge-1$ and solving for $\Delta t$,

$$\Delta t_{\rm rms}=\frac{h^2}{2D\cos^2\!\left[\dfrac{\pi}{2(M+1)}\right]}.\tag{4}$$

For $M=9$ this is $0.5\ \mathrm{s}/\cos^2(\pi/20)=0.5125\ \mathrm{s}$, and the matrix norm gives the same value. As $M$ grows, the cosine tends to 1 and (4) tends to (2).

The maximum-magnitude limit stays at $0.5\ \mathrm{s}$. The argument of part (b) needs one node with two free neighbours, which exists for $M\ge3$. Between $0.5$ and $0.5125\ \mathrm{s}$ a single step can raise the largest value, yet repeated steps do not produce unlimited growth: the sum of squares does not increase, and no nodal value can exceed its square root. A short trial on a small grid may therefore seem to permit a step that fails on a larger one.

## Part (e): the diffusion couple

**Question.** At $t=0$ let $u=1$ on the left and $u=0$ on the right, with the interface midway between two nodes. The ends lie about $20\ \mathrm{\mu m}$ away and are held at 1 and 0. Interpret the following results, in which grid and starting values are the same throughout. Errors are the largest absolute differences from the solution for an infinite couple, $u=\tfrac12\operatorname{erfc}[x/(2\sqrt{Dt})]$.

- 400 steps of $0.25\ \mathrm{s}$: error $3.4\times10^{-5}$.
- 200 steps of $0.50\ \mathrm{s}$: error $1.41\times10^{-2}$.
- 200 steps of $0.55\ \mathrm{s}$: largest magnitude $1.0\times10^{14}$.

**Answer.** The first two runs end at $100\ \mathrm{s}$. The diffusion length is then

$$2\sqrt{Dt}=2\sqrt{10^{-14}\times100}\ \mathrm{m}=2\ \mathrm{\mu m},$$

much less than the distance to the ends.

*The limiting step.* With $r=\tfrac12$ the centre weight in (1) vanishes:

$$u_j^{\rm new}=\tfrac12(u_{j-1}+u_{j+1}).$$

Let the interface lie between nodes 0 and 1. Initially the values are equal within each of the pairs $(-1,0)$, $(1,2)$, and so on. Suppose that at some step $u_a=u_{a+1}$ and $u_{a+2}=u_{a+3}$. Then

$$u_{a+1}^{\rm new}=\tfrac12(u_a+u_{a+2})=\tfrac12(u_{a+1}+u_{a+3})=u_{a+2}^{\rm new}.$$

Equal pairs persist, shifted by one node at each step. The profile is a staircase with treads two nodes wide, although the true profile is smooth.

After 200 steps, an even number, the pairs have their original positions and a stair edge lies at the interface. The computed values at nodes 0 and 1 are $0.5282$ and $0.4718$. These nodes lie $0.05\ \mathrm{\mu m}$ from the interface, so the smooth solution there is

$$\tfrac12\left[1\pm\operatorname{erf}\!\left(\frac{0.05}{2}\right)\right]\simeq\tfrac12\pm\frac{0.025}{\sqrt\pi}=0.5\pm0.0141,$$

where $\operatorname{erf}z\simeq2z/\sqrt\pi$ for small $z$. The computed departures from $0.5$ are $0.0282$, twice the correct ones. The difference, $0.0141$, matches the reported largest error. All values nevertheless remain between 0 and 1, as part (b) requires.

*The shorter step.* Halving the step doubles the number of updates but reduces the error about 400 times in this example. At $r=0.25$ the sawtooth is removed at once, and no staircase can persist. Being nonamplifying and being accurate are separate requirements.

*The longer step.* This run ends at $110\ \mathrm{s}$. For $r>\tfrac12$ the magnitudes of the weights add to $r+(2r-1)+r=4r-1=1.2$, which bounds the growth per step. After 200 steps the bound is $1.2^{200}=(1.2^{20})^{10}\simeq7\times10^{15}$. The reported magnitude lies below it, as it should: the starting step is not a pure sawtooth, so only part of it grows at nearly the full rate. A mole fraction of $10^{14}$ has no physical meaning. A step only 10% above the limit has destroyed the calculation.

## Part (f): consumption by a reaction

**Question.** The diffusing species is also consumed at the rate $ku$, with constant $k\ge0$, and this term is evaluated with the old values. How does the limit change?

**Answer.** With consumption, the only uniform background left unchanged is $u=0$, so magnitudes are now measured from zero. The new term subtracts $\kappa u_j$ from the right-hand side of (1), where $\kappa=k\,\Delta t$. The weights become $r$, $1-2r-\kappa$ and $r$. The largest possible growth of the maximum magnitude is the sum of their magnitudes,

$$S=2r+|1-2r-\kappa|.$$

It is reached when the signs of the three old values match those of the weights. There are two cases.

- If $2r+\kappa\le1$, then $S=1-\kappa\le1$, and the step is safe.
- If $2r+\kappa>1$, then $S=4r+\kappa-1$, and the step is safe if and only if $4r+\kappa\le2$.

The first case also satisfies $4r+\kappa\le2$, because $4r+\kappa\le2(2r+\kappa)\le2$. One condition therefore covers both. Dividing it by $\Delta t$ and rearranging,

$$\Delta t\le\frac{2}{4D/h^2+k}.\tag{5}$$

For $k=0$ this returns (2). For $D=0$ it gives $2/k$, the forward Euler limit for simple decay. Consumption shortens the permitted step, noticeably so when $k$ is comparable with $4D/h^2$. For $k>0$, condition (5) does not keep the values nonnegative: in the second case the centre weight is negative, so an isolated peak turns negative. Nonnegative values require the first case, $\Delta t\le1/(2D/h^2+k)$. Result (5) covers linear consumption on a fixed grid. A nonlinear reaction or a moving phase boundary adds other terms and needs its own analysis.

## Part (g): the real couple

**Question.** Estimate how the limit changes for (i) a furnace excursion of $+10\ \mathrm{K}$ with activation energy $3.0\ \mathrm{eV}$, (ii) a diffusivity twice as large on one side, and (iii) lattice drift with an intrinsic diffusivity difference of $D/2$. Treat these as separate changes, and comment on the realism of the model.

**Answer.** (i) With $D\propto e^{-Q/k_{\rm B}T}$, the ratio of the new diffusivity to the old is

$$\frac{D'}{D}=\exp\!\left[\frac{Q}{k_{\rm B}}\left(\frac1{1500\ \mathrm K}-\frac1{1510\ \mathrm K}\right)\right]=1.166.$$

The limit becomes $0.5/1.166=0.429\ \mathrm{s}$, about 14% shorter.

(ii) Let $D_-$ and $D_+$ be the diffusivities at the left and right faces of a node's cell. Balancing the two face fluxes gives

$$u_j^{\rm new}=u_j+\frac{\Delta t}{h^2}\left[D_+(u_{j+1}-u_j)-D_-(u_j-u_{j-1})\right].$$

The weight of $u_j$ is $1-\Delta t(D_-+D_+)/h^2$. It is nonnegative at every node if $\Delta t\le h^2/(2D_{\rm largest})$. A longer step makes it negative at nodes inside the faster side, where both faces have the largest diffusivity. Since the three weights add to one, their magnitudes then add to more than one, and the step amplifies. With $D_{\rm largest}=2\times10^{-14}\ \mathrm{m^2/s}$ the limit is $0.25\ \mathrm{s}$. A matrix test with this diffusivity profile held fixed gives the same value. The fastest region sets the step for the whole grid, provided it contains at least one node with both faces inside it.

(iii) In Darken's description with constant molar volume, lattice drift is already absorbed in the interdiffusion coefficient. A model that keeps drift separate has an additional term $-\partial(vu)/\partial x=-v\,\partial u/\partial x-u\,\partial v/\partial x$, and its diffusion term carries the intrinsic diffusivity $D_A$ of the species followed, not the interdiffusion coefficient. Consider first the part $-v\,\partial u/\partial x$ alone: $D_A$ is given the value $D$, and $v$ is taken as uniform and constant. The steepest gradient the grid can hold is one unit of mole fraction per cell, so

$$v=\frac{D}{2}\,\frac1h=\frac{5\times10^{-15}\ \mathrm{m^2/s}}{10^{-7}\ \mathrm m}=50\ \mathrm{nm/s}.$$

The central difference for $\partial u/\partial x$ changes the neighbour weights to $r\pm v\,\Delta t/(2h)$ and leaves the centre weight at $1-2r$. The neighbour weights are nonnegative if $v\,\Delta t/(2h)\le r$, which is equivalent to $vh/D\le2$. Here $vh/D=0.5$, so a uniform drift of this size leaves the limit at $0.5\ \mathrm{s}$ for the assumed intrinsic diffusivity. A larger intrinsic diffusivity would shorten it in inverse proportion. If $vh/D>2$, one neighbour weight is negative for every positive step. Since the weights still add to one, their magnitudes then add to more than one, and no step is nonamplifying in the maximum-magnitude measure.

Lattice drift in a couple is not uniform, however. With constant intrinsic diffusivities, $v=(D_A-D_B)\,\partial u/\partial x$, so the remaining part $-u\,\partial v/\partial x=-(D_A-D_B)\,u\,\partial^2u/\partial x^2$ is itself a diffusion term. Collecting all terms gives $\partial u/\partial t=\partial/\partial x\{[(1-u)D_A+uD_B]\,\partial u/\partial x\}$, which is Darken's equation. With fluxes taken at the cell faces, case (ii) applies, and the largest diffusivity is the larger of $D_A$ and $D_B$. If the species followed is the faster one ($D_B=D/2$), the limit remains $0.5\ \mathrm{s}$. If it is the slower one ($D_B=3D/2$), the limit falls to $h^2/(3D)=0.333\ \mathrm{s}$.

*Realism.* Cobalt and nickel form a continuous solid solution at this temperature, and $10^{-14}\ \mathrm{m^2/s}$ is a rough order of magnitude for bulk interdiffusion near 1500 K. The activation energy and the diffusivity contrasts are also rough assumptions. Any error in $D$ changes the limit in inverse proportion. Constant $D$ is a further simplification: real interdiffusion depends on composition, and the assumed factor of two halves the permitted step. Fast diffusion along grain boundaries is left out, which restricts the model to coarse-grained material. For a calculation with this scheme, $D$ in (2) should be the largest value expected anywhere during the anneal, and the step should be chosen below the resulting limit so that the sawtooth decays. The computed values are collected in the numerical output.

## Values computed for the example and the checks

```
Diffusivity D = 1.0e-14 m2/s
Grid spacing h = 1.0e-07 m
h squared = 1.0e-14 m2
Formula limit h^2/(2D) = 0.5000 s
Matrix limit, maximum norm = 0.5000 s
Matrix limit, root-mean-square norm = 0.5000 s
Matrix limit with h halved = 0.1250 s
dt = 0.25 s: r = 0.250, sawtooth factor = -0.000
dt = 0.50 s: r = 0.500, sawtooth factor = -1.000
dt = 0.55 s: r = 0.550, sawtooth factor = -1.200
Sawtooth growth, 20 steps of 0.55 s = 38.3 times
Fixed ends, interior nodes = 9
Fixed ends, root-mean-square limit = 0.5125 s
Fixed ends, maximum-norm limit = 0.5000 s
Couple: simulated time for first two runs = 100 s
Couple: largest error, 400 steps of 0.25 s = 3.40e-05 mole fraction
Couple: largest error, 200 steps of 0.50 s = 1.41e-02 mole fraction
Couple at 0.50 s: two nodes at interface = 0.5282, 0.4718 mole fraction
Couple: largest magnitude, 200 steps of 0.55 s = 1.0e+14 mole fraction
Assumed temperature = 1500 K
Assumed excursion = 10 K
Assumed activation energy = 3.0 eV
D ratio after excursion = 1.166
Limit after excursion = 0.429 s
Assumed D ratio across couple = 2.0
Limit with composition-dependent D = 0.250 s
Assumed intrinsic D difference / D = 0.50
Kirkendall drift velocity = 50.0 nm/s
Drift number v h/D = 0.50
Limit with drift = 0.500 s
```
